# Relaxation energy of localized and delocalized core holes: test program

```python
# Result under test: a core hole spread equally over n equivalent atoms has
#   R_del = (K_AA + sum over B != A of K_AB) / n,
# which becomes R_loc / n when the atoms relax independently (K_AB = 0).
# R = (energy with frozen orbitals) - (energy after orbital relaxation).
# K_AB: coefficients of R = sum_AB K_AB q_A q_B, with q_A the hole charge on A.
# R_loc: relaxation energy of a whole hole on one atom.
# All holes have spin alpha. Hole orbitals stay fixed; other orbitals relax.
from types import SimpleNamespace
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.linalg import eigh, helmert, null_space, polar
from scipy.optimize import minimize_scalar
from pyscf import gto, scf, lib

lib.num_threads(1)
EV = physical_constants['Hartree energy in eV'][0]


def energy_and_fock(s, pa, pb, hermi=1):
    """Energy functional and Fock matrices; also valid for transition densities."""
    j, k = scf.hf.dot_eri_dm(s.eri, np.array([pa, pb]), hermi)
    fa = s.h + j[0] + j[1] - k[0]
    fb = s.h + j[0] + j[1] - k[1]
    e = s.enuc + 0.5 * (np.trace((s.h + fa) @ pa) + np.trace((s.h + fb) @ pb))
    return e, fa, fb


def neutral(atoms, basis):
    """Closed-shell Hartree-Fock and localized core orbitals of heavy atoms."""
    mol = gto.M(atom=atoms, basis=basis, verbose=0)
    eri = mol.intor('int2e', aosym='s8')
    mf = scf.RHF(mol)
    mf._eri = eri
    mf.conv_tol = 1e-11
    mf.kernel()
    assert mf.converged
    s = SimpleNamespace(mol=mol, eri=eri, S=mf.get_ovlp(), h=mf.get_hcore(),
                        enuc=mol.energy_nuc(), C=mf.mo_coeff,
                        nocc=mol.nelectron // 2, eps=mf.mo_energy)
    occ = s.C[:, :s.nocc]
    s.P = occ @ occ.T
    s.E0, s.F, _ = energy_and_fock(s, s.P, s.P)
    heavy = [a for a in range(mol.natm) if mol.atom_charge(a) > 1]
    core = s.C[:, :len(heavy)]
    proj = core.T @ s.S
    guess = []
    for a in heavy:
        p0, p1 = mol.aoslice_by_atom()[a, 2:4]
        best = p0 + np.argmax(np.linalg.norm(proj[:, p0:p1], axis=0))
        guess.append(proj[:, best])
    s.chi = core @ polar(np.array(guess).T)[0]
    return s


def ionize(s, orbitals, charges):
    """Remove the given charges from fixed alpha orbitals; relax all the rest."""
    q = np.asarray(charges, dtype=float)
    fixed = (orbitals * (1 - q)) @ orbitals.T
    pa = s.P - (orbitals * q) @ orbitals.T
    pb = s.P.copy()
    frozen_density = pa + pb
    X = s.C @ null_space((s.C.T @ s.S @ orbitals).T)
    nfree = s.nocc - orbitals.shape[1]
    diis = lib.diis.DIIS()
    diis.space = 8
    ca = cb = e_frozen = None
    for _ in range(100):
        e, fa, fb = energy_and_fock(s, pa, pb)
        if e_frozen is None:
            e_frozen = e
        errors = []
        for f, p, basis in ((fa, pa, X), (fb, pb, s.C)):
            fo = basis.T @ f @ basis
            po = basis.T @ s.S @ p @ s.S @ basis
            errors.append((fo @ po - po @ fo).ravel())
        err = np.concatenate(errors)
        if np.linalg.norm(err) < 2e-6:
            return SimpleNamespace(frozen=e_frozen, E=e, R=e_frozen - e,
                                   Ca=ca, Cb=cb, shift=pa + pb - frozen_density)
        fa, fb = diis.update(np.array([fa, fb]), err)
        ca = X @ eigh(X.T @ fa @ X)[1][:, :nfree]
        cb = s.C @ eigh(s.C.T @ fb @ s.C)[1][:, :s.nocc]
        pa, pb = ca @ ca.T + fixed, cb @ cb.T
    raise AssertionError('relaxation did not converge')


# Hydrogenic screening model: minimize directly computed orbital energies.
r, zeta = sp.symbols('r zeta', positive=True)
Z0, dZ = 3.9, 0.425
shapes = [(1, 0, r * sp.exp(-zeta * r)),
          (2, 0, r * (1 - zeta * r / 2) * sp.exp(-zeta * r / 2)),
          (2, 1, r**2 * sp.exp(-zeta * r / 2))]
for shell, ell, u in shapes:
    def integral(f):
        return sp.integrate(sp.expand(f), (r, 0, sp.oo))
    norm = integral(u**2)
    kin = integral(sp.diff(u, r)**2 / 2 + ell * (ell + 1) * u**2 / (2 * r**2))
    inv_r = integral(u**2 / r)
    e_of = sp.lambdify(zeta, sp.simplify((kin - (Z0 + dZ) * inv_r) / norm))
    best = minimize_scalar(e_of, bounds=(1, 9), method='bounded',
                           options={'xatol': 1e-9})
    assert abs(e_of(Z0) - best.fun - dZ**2 / (2 * shell**2)) < 1e-8

d_core, d_val, n_val = 0.30, 0.85, 5
slater = d_core**2 / 2 + n_val * d_val**2 / 8
print('SLATER-SCREENING ESTIMATE, NITROGEN 1s HOLE')
print(f'screening change, 1s partner: {d_core:.2f}; each valence electron: {d_val:.2f}')
print(f'number of valence electrons: {n_val}')
print(f'relaxation energy, whole hole: {slater:.4f} hartree = {slater*EV:.2f} eV')
print(f'relaxation energy, half hole on each of 2 atoms: {slater/2*EV:.2f} eV')

# Independent atoms: widely separated hydrogen fluoride molecules on a ring.
bond, radius = 0.92, 20.0
fluoride_basis = {'F': 'unc-6-31g', 'H': '6-31g'}


def ring(n):
    atoms = []
    for k in range(n):
        x = radius * np.cos(2 * np.pi * k / n)
        y = radius * np.sin(2 * np.pi * k / n)
        atoms += [('F', (x, y, 0.0)), ('H', (x, y, bond))]
    return atoms


one = neutral(ring(1), fluoride_basis)
whole = ionize(one, one.chi, [1.0]).R
r_tenth = ionize(one, one.chi, [0.1]).R
r_twentieth = ionize(one, one.chi, [0.05]).R
assert abs(r_tenth / r_twentieth / 4 - 1) < 0.03  # cubic terms remain
print('SEPARATED HYDROGEN FLUORIDE MOLECULES, F 1s HOLE')
print(f'bond length: {bond:.2f} angstrom; ring radius: {radius:.1f} angstrom')
print(f'R of whole hole on one molecule: {whole*EV:.3f} eV')
print(f'R(q=0.10)/R(q=0.05): {r_tenth/r_twentieth:.4f}')
for n in (2, 3, 4):
    many = neutral(ring(n), fluoride_basis)
    symmetric_set = many.chi @ helmert(n, full=True).T
    r_del = ionize(many, symmetric_set, [1.0] + [0.0] * (n - 1)).R
    r_fraction = ionize(one, one.chi, [1 / n]).R
    assert abs(r_del / (n * r_fraction) - 1) < 0.005
    assert abs(n * r_del / whole - 1) < 0.15  # finite-charge cubic terms
    print(f'n={n}: R_del = {r_del*EV:.3f} eV; n*R(1/n) = {n*r_fraction*EV:.3f} eV; '
          f'R_del/R_loc = {r_del/whole:.4f}')

# Real molecule with two equivalent atoms.
length = 1.10
m = neutral([('N', (0, 0, -length / 2)), ('N', (0, 0, length / 2))], 'unc-ccpvdz')
c_g = (m.chi[:, [0]] + m.chi[:, [1]]) / np.sqrt(2)
c_u = (m.chi[:, [0]] - m.chi[:, [1]]) / np.sqrt(2)
for c in (c_g, c_u):
    assert np.max(np.abs(m.C[:, :2].T @ m.S @ c)) > 1 - 1e-6
g, u = ionize(m, c_g, [1.0]), ionize(m, c_u, [1.0])
left = ionize(m, m.chi[:, [0]], [1.0])
right = ionize(m, m.chi[:, [1]], [1.0])
for c, state in ((c_g, g), (c_u, u), (m.chi[:, [0]], left)):
    assert abs(state.frozen - m.E0 + (c.T @ m.F @ c)[0, 0]) < 1e-7
assert abs(left.E - right.E) < 1e-7
r_del = (g.R + u.R) / 2
assert abs(2 * r_del / left.R - 1) < 0.25  # interatomic response is present
assert abs(slater / left.R - 1) < 0.35  # rough screening rules

# Quadratic coefficients from small hole charges, not from the full-hole states.
q = 0.05
plus = ionize(m, m.chi, [q, q]).R
minus = ionize(m, m.chi, [q, -q]).R
single = ionize(m, m.chi, [q, 0]).R
K_same = (plus + minus) / (4 * q**2)
K_cross = (plus - minus) / (4 * q**2)
predicted = (K_same + K_cross) / 2
assert abs(single / (q**2 * K_same) - 1) < 0.03  # cubic terms remain
assert abs(K_same / left.R - 1) < 0.20  # extrapolation to a whole hole
assert abs(predicted / r_del - 1) < 0.10  # finite charge and exchange terms

# Electron displacement caused by relaxation; the left atom has negative z.
z = m.mol.intor('int1e_r')[2]
move_left = -np.trace(z @ left.shift)
move_g = -np.trace(z @ g.shift)
assert move_left > 0.05 and abs(move_g) < 1e-3

# Two-determinant calculation with separately relaxed, nonorthogonal orbitals.
sa = left.Ca.T @ m.S @ right.Ca
sb = left.Cb.T @ m.S @ right.Cb
overlap = np.linalg.det(sa) * np.linalg.det(sb)
ta = right.Ca @ np.linalg.inv(sa) @ left.Ca.T
tb = right.Cb @ np.linalg.inv(sb) @ left.Cb.T
coupling = overlap * energy_and_fock(m, ta, tb, hermi=0)[0]
roots, vectors = eigh([[left.E, coupling], [coupling, right.E]],
                      [[1, overlap], [overlap, 1]])
assert roots[0] <= left.E + 1e-7
assert abs(roots.mean() - left.E) * EV < 0.3
assert (roots[1] - roots[0]) * EV < 0.5
assert roots[1] < min(g.E, u.E)

print('N2, HARTREE-FOCK, UNCONTRACTED cc-pVDZ')
print(f'bond length: {length:.2f} angstrom; basis functions: {m.C.shape[0]}')
print(f'neutral energy: {m.E0:.6f} hartree')
print(f'core orbital energies: {m.eps[0]:.6f}, {m.eps[1]:.6f} hartree')
for name, state in (('gerade', g), ('ungerade', u), ('localized', left)):
    print(f'{name} hole: frozen IE {(state.frozen-m.E0)*EV:.3f} eV; '
          f'relaxed IE {(state.E-m.E0)*EV:.3f} eV; R {state.R*EV:.3f} eV')
print(f'R_loc: {left.R:.5f} hartree; mean R_del: {r_del:.5f} hartree')
print(f'mean R_del: {r_del*EV:.3f} eV; R_loc/2: {left.R/2*EV:.3f} eV')
print(f'mean R_del/R_loc: {r_del/left.R:.4f}')
print(f'mean delocalized minus localized relaxed energy: '
      f'{((g.E+u.E)/2-left.E)*EV:.3f} eV')
print(f'small hole charge used for coefficients: {q:.2f}')
print(f'K_AA: {K_same*EV:.3f} eV; K_AB: {K_cross*EV:.3f} eV')
print(f'(K_AA+K_AB)/2: {predicted*EV:.3f} eV')
print(f'summed electron displacement toward localized hole: {move_left:.4f} bohr')
print(f'same displacement for gerade hole: {abs(move_g):.4f} bohr')
print(f'overlap of localized-hole determinants: {overlap:.3e}')
print(f'two-determinant IEs: {(roots[0]-m.E0)*EV:.4f}, '
      f'{(roots[1]-m.E0)*EV:.4f} eV')
print(f'two-determinant splitting: {(roots[1]-roots[0])*EV:.4f} eV')
print('all tests passed')
```

Output:

```
SLATER-SCREENING ESTIMATE, NITROGEN 1s HOLE
screening change, 1s partner: 0.30; each valence electron: 0.85
number of valence electrons: 5
relaxation energy, whole hole: 0.4966 hartree = 13.51 eV
relaxation energy, half hole on each of 2 atoms: 6.76 eV
SEPARATED HYDROGEN FLUORIDE MOLECULES, F 1s HOLE
bond length: 0.92 angstrom; ring radius: 20.0 angstrom
R of whole hole on one molecule: 21.923 eV
R(q=0.10)/R(q=0.05): 4.0031
n=2: R_del = 10.927 eV; n*R(1/n) = 10.927 eV; R_del/R_loc = 0.4984
n=3: R_del = 7.271 eV; n*R(1/n) = 7.271 eV; R_del/R_loc = 0.3317
n=4: R_del = 5.448 eV; n*R(1/n) = 5.448 eV; R_del/R_loc = 0.2485
N2, HARTREE-FOCK, UNCONTRACTED cc-pVDZ
bond length: 1.10 angstrom; basis functions: 52
neutral energy: -108.955067 hartree
core orbital energies: -15.684525, -15.681088 hartree
gerade hole: frozen IE 426.798 eV; relaxed IE 419.508 eV; R 7.290 eV
ungerade hole: frozen IE 426.704 eV; relaxed IE 419.399 eV; R 7.305 eV
localized hole: frozen IE 426.751 eV; relaxed IE 409.713 eV; R 17.038 eV
R_loc: 0.62612 hartree; mean R_del: 0.26817 hartree
mean R_del: 7.297 eV; R_loc/2: 8.519 eV
mean R_del/R_loc: 0.4283
mean delocalized minus localized relaxed energy: 9.740 eV
small hole charge used for coefficients: 0.05
K_AA: 15.919 eV; K_AB: -1.095 eV
(K_AA+K_AB)/2: 7.412 eV
summed electron displacement toward localized hole: 1.2149 bohr
same displacement for gerade hole: 0.0000 bohr
overlap of localized-hole determinants: 1.083e-07
two-determinant IEs: 409.6875, 409.7389 eV
two-determinant splitting: 0.0514 eV
all tests passed
```
